# Williamson-Hall separation of size and strain broadening, and its line-shape dependence

## 1. What dimensions and scaling fix

Use the reciprocal-space coordinate \(s=2\sin\theta/\lambda\), where \(2\theta\) is the scattering angle and \(\lambda\) the wavelength. A reflection of order \(m\) from planes of spacing \(d\) lies at \(s=m/d\). Its integral breadth \(\beta\), the area divided by the peak height, has the dimension of inverse length.

Suppose first that the crystal is perfect but small. The interference pattern of a finite stack of equally spaced planes repeats from one order to the next, so its breadth cannot depend on \(m\). For many planes the stack length \(L\) is the only length left, hence \(\beta_S\propto 1/L\).

Now let the crystal be large, with a spacing that varies by a small fraction \(e\) from region to region. A uniform stretch rescales the whole reciprocal lattice, so each peak moves in proportion to its own \(s\), hence \(\beta_D\propto e\,s\).

With both effects present,
\[
\beta=\frac1L\,F(u),\qquad u\propto e\,s\,L .
\]
Dimensions fix the two ends of \(F\): a constant at small \(u\) and proportionality to \(u\) at large \(u\). They do not fix the curve between. That curve is set by the line shapes, and a straight-line plot is a choice of \(F\).

## 2. Size broadening

Divide each coherent domain into columns of equal cross-section parallel to the diffraction vector. Scattering is taken as kinematic (single scattering). At a distance \(x\) from the peak, a column of \(N\) planes gives
\[
\left|\sum_{n=1}^{N}e^{2\pi i n d x}\right|^2=\sum_{n=-N}^{N}(N-|n|)\,e^{2\pi i n d x},
\]
because \(N-|n|\) pairs of planes are separated by \(n\) spacings. For \(N\gg1\) the sum becomes an integral over \(L=nd\), with weight \(T-|L|\) for a column of length \(T=Nd\).

Let \(p(T)\) be the normalized number distribution of column lengths. The averaged profile, scaled to unit area, is
\[
I_S(x)=\int_{-\infty}^{\infty}A_S(L)e^{2\pi iLx}dL,
\]
\[
A_S(L)=\frac{1}{\langle T\rangle}\int_{|L|}^{\infty}(T-|L|)\,p(T)\,dT .
\]
Here \(A_S(0)=1\). By Fourier inversion the area \(\int I_S\,dx\) equals \(A_S(0)=1\), and the peak height is \(I_S(0)=\int A_S\,dL\). Therefore
\[
\frac1{\beta_S}=\int_{-\infty}^{\infty}A_S\,dL
=\frac{2}{\langle T\rangle}\int_0^\infty p(T)\int_0^T(T-L)\,dL\,dT
=\frac{\langle T^2\rangle}{\langle T\rangle}.
\]
The order of integration was exchanged, and the inner integral is \(T^2/2\). Since the volume of a column is proportional to \(T\), the ratio \(\langle T^2\rangle/\langle T\rangle\) is the volume-weighted mean column length \(L_V\):
\[
\beta_S=\frac1{L_V}.
\]
This holds for any column distribution with finite moments.

**Spheres.** \(L_V\) is not a diameter. In a sphere of diameter \(D\), a column at distance \(r\) from the axis has \(T=\sqrt{D^2-4r^2}\), so \(T\,dT=-4r\,dr\). The number of columns goes as \(r\,dr\), hence \(p(T)=2T/D^2\) for \(0<T<D\). Then \(\langle T\rangle=2D/3\), \(\langle T^2\rangle=D^2/2\) and \(L_V=3D/4\). Referred to the diameter, the breadth is \(K/D\) with Scherrer constant \(K=4/3\). An explicit plane sum with this column distribution gives 1.3333.

## 3. Strain broadening

Let the strain \(e\) be uniform within a column and vary between columns with a normalized symmetric density \(g(e)\), peaked at zero. To first order the peak moves from \(s\) to \(s/(1+e)\simeq s-se\), so \(x=-se\). Changing variable, the strain profile is
\[
I_D(x)=\frac1s\,g\!\left(-\frac xs\right),
\]
with unit area and peak height \(g(0)/s\). Its breadth is \(s/g(0)\). Define \(\varepsilon\) as half the integral breadth of the strain distribution, \(\varepsilon=1/[2g(0)]\). Then
\[
\beta_D=2\varepsilon s .
\]
For Gaussian strain \(g(0)=1/(\sqrt{2\pi}\,e_{\rm rms})\), so \(\varepsilon=\sqrt{\pi/2}\,e_{\rm rms}\). A Lorentzian \(g\) has a finite \(\varepsilon\) but no finite rms strain, since \(e^2g(e)\) tends to a constant at large \(e\). The conversion factor therefore belongs to the assumed shape.

## 4. Conversion to angle

Differentiating \(s=2\sin\theta/\lambda\) gives
\[
ds=\frac{2\cos\theta}{\lambda}\,d\theta=\frac{\cos\theta}{\lambda}\,d(2\theta).
\]
Let \(b\) be the breadth on the \(2\theta\) scale in radians, after removal of the instrumental contribution. For peaks narrow enough that \(\cos\theta\) hardly changes across them, \(b=\lambda\beta/\cos\theta\), so
\[
b_S=\frac{\lambda}{L_V\cos\theta},\qquad
b_D=\frac{\lambda}{\cos\theta}\,2\varepsilon\,\frac{2\sin\theta}{\lambda}=4\varepsilon\tan\theta .
\]
The different angular dependences make separation possible when several orders are measured. It is convenient to write
\[
y=b\cos\theta=\lambda\beta,\qquad x=4\sin\theta=2\lambda s .
\]
From here on \(x\) has this meaning. The size part of \(y\) is \(\lambda/L_V\), and the strain part is \(\varepsilon x\).

## 5. How the two parts combine

If strain is independent of column length, the total profile is the size profile shifted by each strain and averaged, which is a convolution. (The stretch also changes the size breadth itself, by a relative amount of order \(e\), which is dropped.) Fourier coefficients of a convolution multiply, and the area remains one:
\[
\frac1\beta=\int_{-\infty}^{\infty}A_S(L)A_D(L)\,dL .
\]
This integral depends on the whole functions, so \(\beta_S\) and \(\beta_D\) alone do not determine \(\beta\).

**Equal shapes.** Let both coefficients have the form \(A=e^{-|cL|^n}\) with the same \(n\) between 1 and 2. With \(v=(cL)^n\),
\[
\frac1\beta=2\int_0^\infty e^{-(cL)^n}dL=\frac{2}{nc}\int_0^\infty v^{1/n-1}e^{-v}dv=\frac{2\,\Gamma(1+1/n)}{c}.
\]
Thus \(c\) is proportional to \(\beta\). The product of two such functions has the same form with \(c^n=c_S^n+c_D^n\), and therefore
\[
\beta^n=\beta_S^n+\beta_D^n .
\]

For \(n=1\), \(A=e^{-2\beta|L|}\) and the profile is Lorentzian. Multiplication by \(\lambda\) gives the usual Williamson-Hall line
\[
y=\frac{\lambda}{L_V}+\varepsilon x .
\]

For \(n=2\), \(\Gamma(3/2)=\sqrt\pi/2\), so \(c=\sqrt\pi\,\beta\), \(A=e^{-\pi\beta^2L^2}\), and the profile is Gaussian. The straight line is then in the squares:
\[
y^2=\left(\frac{\lambda}{L_V}\right)^2+\varepsilon^2x^2 .
\]

As an intermediate case, breadths 1 and 0.7 with \(n=1.5\) should combine to \((1+0.7^{1.5})^{2/3}=1.3598\). Direct convolution of the two profiles gives 1.3598.

## 6. Which size shapes are possible

Differentiating \(A_S\) for \(L>0\) gives
\[
A_S'(L)=-\frac1{\langle T\rangle}\int_L^\infty p\,dT,\qquad
p(L)=\langle T\rangle A_S''(L).
\]
A size profile is physical in this column model only if \(A_S''\ge0\).

The Lorentzian passes. With \(A_S=e^{-2L/L_V}\), the slope at the origin gives \(\langle T\rangle=L_V/2\), and
\[
p(T)=\frac{2}{L_V}e^{-2T/L_V}.
\]
It therefore corresponds to exponentially distributed column lengths.

The Gaussian fails. With \(A_S=e^{-\pi L^2/L_V^2}\),
\[
A_S''=\frac{2\pi}{L_V^2}\left(\frac{2\pi L^2}{L_V^2}-1\right)A_S ,
\]
which is negative for \(L<L_V/\sqrt{2\pi}\). A Gaussian size profile would need negative numbers of short columns. It can still be used as an empirical fitting shape, but it describes no actual set of columns.

## 7. Lorentzian size with Gaussian strain

Write \(\beta_L=1/L_V\) and \(\beta_G=2\varepsilon s\). Then
\[
\frac1\beta=2\int_0^\infty e^{-2\beta_LL-\pi\beta_G^2L^2}dL .
\]
Set \(t=\sqrt\pi\,\beta_GL\) and \(k=\beta_L/(\sqrt\pi\,\beta_G)\), so that \(2\beta_LL=2kt\). Completing the square, \(t^2+2kt=(t+k)^2-k^2\), gives
\[
\frac1\beta=\frac{2e^{k^2}}{\sqrt\pi\,\beta_G}\int_k^\infty e^{-v^2}dv,
\qquad
\beta=\beta_G\,\frac{e^{-k^2}}{\operatorname{erfc}(k)} .
\]

**Size dominates (\(k\gg1\), low order).** Expand \(e^{-t^2}\simeq1-t^2\) under the integral:
\[
e^{k^2}\operatorname{erfc}(k)=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2-2kt}dt
\simeq\frac2{\sqrt\pi}\left(\frac1{2k}-\frac1{4k^3}\right).
\]
Inverting to the same order,
\[
\beta\simeq\beta_L\left(1+\frac1{2k^2}\right)=\beta_L+\frac{\pi\beta_G^2}{2\beta_L}.
\]
The curve \(y(x)\) leaves the axis at the correct height \(\lambda/L_V\), but with zero slope.

**Strain dominates (\(k\ll1\), high order).** Expand \(e^{-2kt}\simeq1-2kt\):
\[
e^{k^2}\operatorname{erfc}(k)\simeq\frac2{\sqrt\pi}\left(\frac{\sqrt\pi}2-k\right)=1-\frac{2k}{\sqrt\pi},
\]
\[
\beta\simeq\beta_G+\frac{2k\beta_G}{\sqrt\pi}=\beta_G+\frac2\pi\beta_L .
\]
The asymptote is \(y=\varepsilon x+(2/\pi)\lambda/L_V\). Its slope is correct, but reading its intercept as \(\lambda/L_V\) would overestimate \(L_V\) by the factor \(\pi/2\).

**Shapes exchanged.** For a Gaussian fitting shape for size and Lorentzian strain, exchange the roles of the two breadths. Near the origin \(y\simeq\lambda/L_V+(2/\pi)\varepsilon x\): the intercept is right and the slope too small. At high order \(y\) approaches \(\varepsilon x\), whose intercept is zero, so a line drawn there would suggest an infinite size. At both ends, and in both arrangements, the intercept is right or too low and the slope is right or too small. For these Lorentzian-Gaussian mixtures the linear plot thus errs towards large size and small strain, and only the amounts depend on which effect carries which shape. The sign is not general. At high order Gaussian strain samples only the initial slope \(-1/\langle T\rangle\) of \(A_S\), so \(\beta\simeq\beta_G+1/(\pi\langle T\rangle)\), and the intercept exceeds \(\lambda/L_V\) once \(L_V/\langle T\rangle>\pi\). For column distributions that broad the errors can reverse: lognormal columns with \(L_V=12\) nm and \(\langle T\rangle=2.8\) nm, with the other parameters of Section 8, give 11.7 nm and a strain 14% too high.

**An approximate straight line.** For the physical mixed case, the relation
\[
\beta^2=\beta_L\beta+\beta_G^2
\]
has both pure limits. It is an interpolation: its first corrections are \(\beta_G^2/\beta_L\) and \(\beta_L/2\), in place of \(\pi\beta_G^2/(2\beta_L)\) and \(2\beta_L/\pi\). Multiplying by \(\lambda^2\) and dividing by \(x^2\) gives a third linear plot,
\[
\left(\frac yx\right)^2=\frac{\lambda}{L_V}\,\frac{y}{x^2}+\varepsilon^2 .
\]
Here the slope gives size and the intercept gives strain.

On a fine scan of \(\beta_L/\beta_G\) from \(10^{-3}\) to \(10^3\), this relation is low by at most 5.51% of the exact mixed breadth. The linear sum is high by up to 18.55%, and the quadrature sum is low by up to 17.85%.

## 8. Worked example

Take \(\lambda=0.154\) nm, \(d=0.295\) nm, \(L_V=12\) nm and Gaussian strain with \(e_{\rm rms}=0.40\%\), so \(\varepsilon=0.5013\%\). The column distribution is the exponential one, in its discrete form for whole numbers of planes. The orders 111, 222 and 333 share one direction, so the same column length and strain apply to all three.

For 111, \(s=1/0.295=3.390\) nm\(^{-1}\). The two contributions are
\[
\beta_L=\frac1{12}=0.08333\ \text{nm}^{-1},
\]
\[
\beta_G=2(0.005013)(3.390)=0.03399\ \text{nm}^{-1}.
\]
Then \(k=0.08333/(1.7725\times0.03399)=1.383\), and the mixed formula gives \(\beta=0.09945\) nm\(^{-1}\). An explicit sum over planes, column lengths and strains gives 0.09944 nm\(^{-1}\). The breadths from this sum serve as data:

| Order | \(2\theta\) (deg) | \(x\) | \(y\) (mrad) |
|---|---:|---:|---:|
| 111 | 30.26 | 1.0441 | 15.314 |
| 222 | 62.94 | 2.0881 | 19.777 |
| 333 | 103.08 | 3.1322 | 24.675 |

**Usual plot.** For three equally spaced points the unweighted least-squares slope is that between the end points:
\[
\varepsilon=\frac{24.675-15.314}{3.1322-1.0441}\ \text{mrad}=4.483\ \text{mrad}=0.448\% .
\]
The mean of \(y\) is 19.922 mrad, so the intercept is \(19.922-4.483\times2.0881=10.56\) mrad, and \(L_V=154/10.56=14.6\) nm.

Unweighted fits in the coordinates of each plot give:

| Assumed plot | \(L_V\) (nm) | \(\varepsilon\) (%) | Largest misfit in \(b\) (%) |
|---|---:|---:|---:|
| Lorentz-Lorentz | 14.6 | 0.448 | 0.73 |
| Gauss-Gauss | 11.0 | 0.653 | 1.40 |
| Lorentz-Gauss | 11.6 | 0.540 | 0.44 |

Relative to the input values, the usual plot overestimates size by 21.5% and underestimates strain by 10.6%. The squared plot underestimates size by 8.0% and overestimates strain by 30.2%. The third plot errs by \(-3.1\%\) and \(+7.7\%\). A fit of the full mixed formula returns 12.0 nm and 0.501%.

The bias of the usual plot follows from Section 7. The slope of \(y(x)\) is 4.27 mrad between the first two points and 4.69 mrad between the last two, on its way from zero to the asymptotic 5.01 mrad. A line through this range is therefore too shallow, and its intercept lies below the true \(\lambda/L_V=12.83\) mrad.

All three plots look straight. If each breadth were uncertain by 2%, none of these misfits would rule out its plot, yet the sizes differ by more than 3 nm. Straightness over a few orders does not establish the line shape. The profiles themselves must be examined, in particular their tails.

## 9. The example beside a real hafnia film

The parameters are round values in the rough regime of a (111)-textured ferroelectric hafnia film, here 50 nm thick. That is thick for a memory capacitor, where about 10 nm is typical. Films this thick often also contain monoclinic hafnia, whose lines would have to be separated first. Tetragonal hafnia is harder to exclude: its corresponding spacing lies within about 1% of the orthorhombic (111) spacing, so its lines fall inside the \(hhh\) peaks, and an offset that grows with order is read as strain. The example assumes a single orthorhombic phase. In the model, the volume share of columns longer than \(t\) is \((1+2t/L_V)e^{-2t/L_V}\), which is 0.22% at 50 nm but about one half at 10 nm. In a 10 nm film measured along its normal, the exponential distribution would thus fail. \(L_V\) could not exceed 10 nm, at least one sixth below the value used here, and the size profile would no longer be Lorentzian.

The choice of reflections also matters. For orthorhombic axes \(a,b,c\),
\[
\frac1{d_{hhh}^2}=h^2\left(\frac1{a^2}+\frac1{b^2}+\frac1{c^2}\right),
\]
which is the same for all sign choices, so the \(hhh\) lines do not split. The 200 group does. With two axes differing by a rough 4%, its lines lie 1.45° apart, while one line has a breadth of 0.96°. Treating that group as a single peak would count phase distortion as size or strain broadening. The 333 line has a different problem: in a cubic lattice 511 has exactly the same spacing, and with these axes, the third being equal to one of the two or midway between them, the 511 lines lie within about 3.5° of 333 and overlap it. Their planes are tilted by at least 38° from (111), so in a film with a sharp (111) texture 333 can be measured alone, with the diffraction vector along the normal. In a powder the third order would be a mixture.

## 10. Other conditions on the result

The following estimates use the parameters of the example.

- **Instrument.** A Lorentzian instrumental breadth of 0.1°, left uncorrected, changes the result of the full mixed fit to 10.5 nm and 0.48%. The correction must follow the same shape rules as the sample broadening.
- **X-ray doublet.** Two wavelengths 0.25% apart with weights 2:1 raise the 333 breadth by 2.6%.
- **Lost tails.** Integrating 111 only within \(\pm5^\circ\) in \(2\theta\) loses 3.1% of the area of the continuous mixed profile (2.8% for the discrete plane sum, whose area is counted over one period), and with the peak height unchanged the breadth falls by the same fraction. If a straight background is also drawn through the window edges, the breadth falls by about 6%.
- **Angle scale.** The variation of \(\cos\theta\) across the 333 peak changes its breadth by about 0.1% within \(\pm1\) nm\(^{-1}\) of the centre (0.08% for the continuous mixed profile). The value grows with the window, to about 0.2% over a full period, and the Lorentz-polarization factor is not included. Linearizing Bragg's law is harmless here.

Three further conditions are not sized here. If strain varies within a column, \(A_D\) depends on how the average strain changes with separation \(L\), and \(\beta_D\propto s\) need not hold. If size or strain depends on direction, points from different reflection families do not share one line. Stacking faults can add broadening that is neither independent of order nor proportional to it. The computed values are collected in the numerical output below.

## Computed results

```
Wavelength: 0.154 nm; plane spacing: 0.295 nm
Column length LV: 12.0 nm; film thickness: 50 nm
rms strain: 0.400 %; strain parameter eps: 0.5013 %
Size breadth 1/LV: 0.08333 1/nm
Size breadth from plane sum, no strain: 0.08333 1/nm
Scherrer constant of spheres from plane sum: 1.3333
Gaussian size shape needs negative p(T) below: 4.79 nm
Exponent-1.5 shape, breadths 1 and 0.7 combine to: 1.3598
Largest error of parabola (too low): 5.51 %
Largest error of linear sum (too high): 18.55 %
Largest error of quadrature sum (too low): 17.85 %
Order 111: 2theta 30.26 deg, s 3.3898 1/nm
  strain breadth 0.03399, total from plane sum 0.09944, mixed formula 0.09945 1/nm
  b 0.9089 deg, b cos(theta) 15.314 mrad, 4 sin(theta) 1.0441
Order 222: 2theta 62.94 deg, s 6.7797 1/nm
  strain breadth 0.06798, total from plane sum 0.12842, mixed formula 0.12845 1/nm
  b 1.3285 deg, b cos(theta) 19.777 mrad, 4 sin(theta) 2.0881
Order 333: 2theta 103.08 deg, s 10.1695 1/nm
  strain breadth 0.10196, total from plane sum 0.16023, mixed formula 0.16027 1/nm
  b 2.2731 deg, b cos(theta) 24.675 mrad, 4 sin(theta) 3.1322
Lorentz-Lorentz plot: LV 14.58 nm (+21.5 %), eps 0.4483 % (-10.6 %)
  largest misfit in breadth 0.73 %
Gauss-Gauss plot: LV 11.04 nm (-8.0 %), eps 0.6529 % (+30.2 %)
  largest misfit in breadth 1.40 %
Lorentz-Gauss plot: LV 11.63 nm (-3.1 %), eps 0.5399 % (+7.7 %)
  largest misfit in breadth 0.44 %
Full mixed formula: LV 12.00 nm (-0.0 %), eps 0.5011 % (-0.1 %)
  largest misfit in breadth 0.00 %
Uncorrected 0.1 deg instrument: LV 10.48 nm, eps 0.4825 %
Doublet split 0.25 % in wavelength, breadth of 333 rises: 2.64 %
Area of 111 lost outside +-5 deg in 2theta: 3.09 %
Angle-scale curvature, 333 breadth changes: 0.08 %
Volume share of columns longer than film: 0.22 %
200 group, axes 4 % apart: split 1.45 deg, single-line breadth 0.96 deg
```
